\section*{Bipolar heat conduction and the large Lorenz number of intrinsic semiconductors, part 2}

The problem is the heat that electrons and holes carry along a temperature gradient when the total electric current is zero. Electrons have charge $-e$, energy $E$ and velocity component $v_x$ along the gradient; $f_0$ is the Fermi function of $(E-\mu)/k_BT$. Scattering is elastic and stays within a band. For each band,
\begin{equation}
K_m=\int\frac{d^3k}{4\pi^3}\,\tau v_x^2\,(E-\mu)^m\left(-\frac{\partial f_0}{\partial E}\right),\qquad m=0,1,2,
\end{equation}
\begin{equation}
\sigma=e^2K_0,\qquad S=-\frac{K_1}{eTK_0},\qquad
\kappa=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right).
\end{equation}
Thus a band's $\kappa$ is set by the variance of $E-\mu$ under the weight $\tau v_x^2(-\partial f_0/\partial E)$.

For the two bands together,
\begin{equation}
\kappa=\kappa_n+\kappa_p+T(S_p-S_n)^2\frac{\sigma_n\sigma_p}{\sigma_n+\sigma_p}.
\end{equation}
The last term is the bipolar thermal conductivity $\kappa_{\rm bip}$. It comes from electrons and holes moving together to the cold side, so that their charges cancel while their heats add.

Lorenz numbers are compared in units of $(k_B/e)^2$, in which a metal with a smooth band has $\pi^2/3$. A simple bar with two levels, $\Delta$ above and $\Delta$ below $\mu$, with equal diffusion coefficients and densities of states, has
\begin{equation}
L\equiv\frac{\kappa}{\sigma T}=\frac{\Delta^2}{e^2T^2}=\left(\frac{k_B}{e}\right)^2\left(\frac{\Delta}{k_BT}\right)^2 .
\end{equation}
With $\Delta=E_g/2$ for a gap $E_g$, this is $(E_g/2k_BT)^2$ in those units.

A shared $\mu$ requires pairs to be created on the hot side and destroyed on the cold side. If the net recombination rate per volume $R$ obeys $eR=G(\mu_n-\mu_p)/e$, where $\mu_n$ and $\mu_p$ are the separate quasi-Fermi levels, the pair diffusion length $\ell$ is given by $\ell^2=\sigma_r/G$ with $\sigma_r=\sigma_n\sigma_p/\sigma$ and $\sigma=\sigma_n+\sigma_p$. A slab much thinner than $\ell$, with ends that block both carriers and cause no recombination, loses nearly all of the bipolar term.

\section{The Lorenz number near intrinsic conduction}

The first half gave, for a conduction band $n$ and a valence band $p$ with conductivities $\sigma_i$, Seebeck coefficients $S_i$ and separate thermal conductivities $\kappa_i$, the electronic thermal conductivity at zero total current,
\begin{equation}
\kappa=\kappa_n+\kappa_p+T(S_p-S_n)^2\frac{\sigma_n\sigma_p}{\sigma},\qquad \sigma=\sigma_n+\sigma_p .
\end{equation}
The coefficients follow from moments $K_m$ of $(E-\mu)^m$ with weight $\tau v_x^2(-\partial f_0/\partial E)$: $\sigma_i=e^2K_0$, $S_i=-K_1/(eTK_0)$ and $\kappa_i=(K_2-K_1^2/K_0)/T$. Here $e>0$, $\tau$ is the relaxation time, $\mu$ is the electrochemical potential shared by both bands, and $L=\kappa/(\sigma T)$ excludes heat carried by the lattice.

Let the bands be parabolic, with edges $E_c$ and $E_v$, gap $E_g=E_c-E_v$ and masses $m_n$ and $m_p$. Let $\varepsilon=\hbar^2k^2/2m_i$ be the distance in energy from the edge into the band, and put
\begin{equation}
\tau_i=\tau_{0i}\,x^{r_i},\qquad x=\frac{\varepsilon}{k_BT},\qquad r_i>-\tfrac52 .
\end{equation}
Define the distances from $\mu$ to the edges as $\eta_n=(E_c-\mu)/k_BT$ and $\eta_p=(\mu-E_v)/k_BT$. If both are well above one, the material is nondegenerate. In the conduction band $f_0$ is small, and in the valence band $1-f_0$ is small. Since $-\partial f_0/\partial E=f_0(1-f_0)/k_BT$, both cases give
\begin{equation}
-\frac{\partial f_0}{\partial E}\simeq\frac{1}{k_BT}\,e^{-\eta_i-x}.
\end{equation}
The density of states contributes $\varepsilon^{1/2}$, the isotropic average $v_x^2=v^2/3=2\varepsilon/3m_i$ contributes $\varepsilon$, and the relaxation time contributes $x^{r_i}$. The transport weight is therefore proportional to $x^{r_i+3/2}e^{-x}$, and its moments are Gamma functions:
\begin{align}
\langle x\rangle_i&=\frac{\Gamma(r_i+7/2)}{\Gamma(r_i+5/2)}=r_i+\tfrac52,\\
\langle x^2\rangle_i&=\frac{\Gamma(r_i+9/2)}{\Gamma(r_i+5/2)}=\left(r_i+\tfrac72\right)\left(r_i+\tfrac52\right).
\end{align}
The variance is $\langle x^2\rangle_i-\langle x\rangle_i^2=r_i+\frac52$.

For the conduction band $E-\mu=k_BT(\eta_n+x)$, and for the valence band $E-\mu=-k_BT(\eta_p+x)$. The formula for $S_i$ then gives
\begin{equation}
S_n=-\frac{k_B}{e}\left(\eta_n+r_n+\tfrac52\right),\qquad
S_p=\frac{k_B}{e}\left(\eta_p+r_p+\tfrac52\right).
\end{equation}
A constant shift of energy does not change a variance, so
\begin{equation}
\kappa_i=\frac{K_0}{T}(k_BT)^2\left(r_i+\tfrac52\right)
=\left(\frac{k_B}{e}\right)^2\left(r_i+\tfrac52\right)\sigma_iT .
\end{equation}
A single nondegenerate band thus has the Lorenz number $(r_i+\frac52)(k_B/e)^2$. For $r_i$ between $-\frac12$ and $\frac32$ this is 2 to 4 in units of $(k_B/e)^2$, comparable to the $\pi^2/3$ of a metal.

The difference of the Seebeck coefficients contains $\eta_n+\eta_p=E_g/k_BT$, from which $\mu$ has dropped out:
\begin{equation}
S_p-S_n=\frac{k_B}{e}D,\qquad D=\frac{E_g}{k_BT}+5+r_n+r_p .
\end{equation}
Each circulating pair carries the heat $eT(S_p-S_n)=k_BTD$. This is the gap plus the mean energies of the moving electron and hole within their bands, $(r_n+\frac52)k_BT$ and $(r_p+\frac52)k_BT$. Dividing $\kappa$ by $\sigma T$ gives the nondegenerate Lorenz number
\begin{equation}
L=\left(\frac{k_B}{e}\right)^2\left[\frac{\sigma_n}{\sigma}\left(r_n+\tfrac52\right)+\frac{\sigma_p}{\sigma}\left(r_p+\tfrac52\right)+\frac{\sigma_n\sigma_p}{\sigma^2}D^2\right].
\end{equation}

Doping changes $\mu$ and so the shares of the two bands. At fixed temperature $\sigma_n\propto e^{\mu/k_BT}$ and $\sigma_p\propto e^{-\mu/k_BT}$, with $\mu$ measured from midgap. Let $\mu_b$ be the balance point where $\sigma_n=\sigma_p$, and let $\delta=(\mu-\mu_b)/k_BT$. Then $\sigma_n/\sigma_p=e^{2\delta}$, and
\begin{equation}
\frac{\sigma_n\sigma_p}{\sigma^2}=\frac{1}{e^{2\delta}+2+e^{-2\delta}}=\frac{1}{4\cosh^2\delta}.
\end{equation}
The bipolar part of the Lorenz number is
\begin{equation}
L_{\rm bip}=\left(\frac{k_B}{e}\right)^2\left(\frac D2\right)^2\frac{1}{\cosh^2\delta}.
\end{equation}
It peaks at balance. For $E_g\gg k_BT$ the ratio of the peak to $(k_B/e)^2(E_g/2k_BT)^2$, the result of the two-level bar, tends to one, although their difference grows linearly with $E_g/k_BT$. The half-height points satisfy $\cosh\delta=\sqrt2$, so the full width at half maximum is $2\,{\rm arccosh}\sqrt2=1.76$ in units of $k_BT$. For equal exponents the single-band part of $L$ does not depend on $\delta$, and the total peaks at the same place. For unequal exponents, let $s=\sigma_n/\sigma$. Setting the derivative of $L$ with respect to $s$ to zero gives $(r_n-r_p)+(1-2s)D^2=0$, hence $s=\frac12+(r_n-r_p)/2D^2$, a small shift when $D$ is large.

The bipolar conductivity itself varies more gently with doping. The product $\sigma_n\sigma_p$ is independent of $\mu$, and $\sigma=2\sqrt{\sigma_n\sigma_p}\cosh\delta$. Therefore
\begin{equation}
\kappa_{\rm bip}=T(S_p-S_n)^2\frac{\sqrt{\sigma_n\sigma_p}}{2\cosh\delta}.
\end{equation}
It is largest at balance, where the total electrical conductivity is smallest. Both facts help to make the ratio $L$ large there, and they account for its two factors of $1/\cosh\delta$.

Balance of conductivities is not the same as intrinsic conduction, which means $n=p$ for the electron and hole densities. With mobility $u_i$ the conductivities are $\sigma_n=neu_n$ and $\sigma_p=peu_p$. At $n=p$ their ratio is $b=u_n/u_p$, and the bipolar Lorenz number is the fraction
\begin{equation}
\frac{4b}{(1+b)^2}
\end{equation}
of its peak. The fraction is one for equal mobilities and falls as $4/b$ when $b\gg1$. A material with very unequal mobilities can therefore be intrinsic and still have a modest bipolar Lorenz number. The reduction comes from the large $\sigma$ in the denominator. The bipolar conductivity itself contains $\sigma_n\sigma_p/\sigma=neu_p\,b/(1+b)$, which at fixed $u_p$ rises with $b$ towards twice its value at $b=1$.

For a numerical case take the round model parameters $E_g=0.6$~eV, $m_n=0.3\,m_0$ and $m_p=0.6\,m_0$, where $m_0$ is the free-electron mass. Let $r_n=r_p=-\frac12$ and $\tau_{0n}=\tau_{0p}=10^{-13}$~s at $T=300$~K. The exponent $-\frac12$ belongs to a mean free path independent of energy. At this temperature $k_BT=0.02585$~eV, so $E_g/k_BT=23.21$ and $D=23.21+4=27.21$.

The balance point follows from the dependence of $\sigma_i$ on mass. The density of states contributes $m_i^{3/2}$ and $v_x^2$ contributes $1/m_i$, so $\sigma_i\propto m_i^{1/2}\tau_{0i}e^{-\eta_i}$. With equal relaxation times, $\sigma_p/\sigma_n=\sqrt2$ at midgap, and
\begin{equation}
\frac{\mu_b}{k_BT}=\tfrac12\ln\sqrt2=0.173 .
\end{equation}
Half the gap is $11.60\,k_BT$, so $\eta_n=11.43$ and $\eta_p=11.78$. With $k_B/e=86.17~\mu$V/K the Seebeck coefficients are
\begin{align}
S_n&=-86.17\,(11.43+2)~\mu\mathrm{V/K}\simeq-1157~\mu\mathrm{V/K},\\
S_p&=86.17\,(11.78+2)~\mu\mathrm{V/K}\simeq1187~\mu\mathrm{V/K}.
\end{align}
The net Seebeck coefficient at balance is their mean, about $15~\mu$V/K. It is small because the two bands nearly cancel, while the bipolar term contains their difference. A pair carries $27.21\,k_BT=0.703$~eV, which is the gap of 0.6~eV and $4k_BT$ more. The Lorenz number at balance is
\begin{equation}
L=\left(\frac{k_B}{e}\right)^2\left[2+\frac{(27.21)^2}{4}\right]
=187\left(\frac{k_B}{e}\right)^2=1.39\times10^{-6}~\mathrm{V^2/K^2}.
\end{equation}
The metallic value is $(\pi^2/3)(k_B/e)^2=2.44\times10^{-8}~\mathrm{V^2/K^2}$, smaller by a factor of 57.

The leading estimate $(E_g/2k_BT)^2$ gives 135 in place of 187. It has the right order, but its relative correction decreases slowly. For these exponents, with $g=E_g/k_BT$,
\begin{equation}
\frac{L(\delta=0)}{(k_B/e)^2(g/2)^2}=\left(1+\frac4g\right)^2+\frac{8}{g^2}
=1+\frac8g+\frac{24}{g^2}.
\end{equation}
The ratio is 2.04 at $g=10$, 1.46 at $g=20$, 1.22 at $g=40$ and 1.10 at $g=80$. The first correction, $8/g$, comes from the kinetic energy that the pair carries besides the gap.

The peak is narrow on the scale of the gap. In units of $(k_B/e)^2$, $L$ falls from 187 at balance to 80 at $\delta=1$, 15 at $\delta=2$ and 2.2 at $\delta=4$. At $\delta=1$ the electrons conduct 7.4 times as well as the holes, and at $\delta=4$ about 3000 times as well. The limit is the single-band value 2, as long as the doped material remains nondegenerate. With heavier doping $\mu$ enters the band, the Boltzmann form of $f_0$ fails, and the single-band value moves towards $\pi^2/3$.

Now let the same material be intrinsic. The mobility follows from $\sigma_n=e^2K_0$ divided by $ne$. The density uses the same integral without $\tau v_x^2/k_BT$, which gives
\begin{equation}
u_i=\frac{e\tau_{0i}}{m_i}\,\frac{\Gamma(r_i+5/2)}{\Gamma(5/2)} .
\end{equation}
The values at 300~K are $u_n=0.0441$ and $u_p=0.0221~\mathrm{m^2/(V\,s)}$, so $b=2$ and the bipolar fraction is $8/9$. The density is
\begin{equation}
n=p=2\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2}(m_nm_p)^{3/4}e^{-E_g/2k_BT}
=6.33\times10^{19}~\mathrm{m^{-3}} .
\end{equation}
The conductivity $ne(u_n+u_p)$ is then $0.671$~S/m. The Lorenz number is $2+(8/9)(185.1)=166.5$ in units of $(k_B/e)^2$, where $185.1=D^2/4$. The bipolar thermal conductivity is
\begin{align}
\kappa_{\rm bip}&=164.5\times7.426\times10^{-9}\times0.671\times300~\mathrm{W/(m\,K)}\nonumber\\
&=2.46\times10^{-4}~\mathrm{W/(m\,K)} .
\end{align}
The single-band terms together give $2.99\times10^{-6}$~W/(m\,K), about 80 times less. Yet even the bipolar part would be minute beside a lattice conductivity of 1~W/(m\,K) or more. A large $L$ is a statement about a ratio, and here the denominator $\sigma T$ is small.

Heating reverses the two trends. Keep the gap fixed and let $\tau_{0i}\propto T^{-3/2}$. The factor $T^{3/2}$ in the density then cancels against the mobility, so the intrinsic conductivity varies as $e^{-E_g/2k_BT}$. At 600~K the density is $5.9\times10^{22}~\mathrm{m^{-3}}$ and $\sigma=222$~S/m, while $D$ has fallen to $11.60+4=15.60$. Hence
\begin{equation}
L\simeq\left(\frac{k_B}{e}\right)^2\left[2+\frac89\,\frac{(15.60)^2}{4}\right]\simeq56\left(\frac{k_B}{e}\right)^2,
\qquad \kappa_{\rm bip}\simeq0.0535~\mathrm{W/(m\,K)} .
\end{equation}
The Lorenz number is three times smaller than at 300~K, and the bipolar conductivity is more than 200 times larger. In this model $\kappa_{\rm bip}\propto T(g+4)^2e^{-g/2}$ with $g\propto1/T$, and its logarithmic slope is
\begin{equation}
\frac{d\ln\kappa_{\rm bip}}{d\ln T}=1-\frac{2g}{g+4}+\frac g2=1+\frac{g^2}{2(g+4)}>0 .
\end{equation}
The growing number of pairs outweighs the falling heat per pair, measured in $k_BT$, throughout the nondegenerate regime. At fixed $T$ the factor $(g+4)^2e^{-g/2}$ has the logarithmic derivative $2/(g+4)-\frac12<0$ with respect to $g$, so a narrower gap also raises $\kappa_{\rm bip}$. In intrinsic material of this model, then, heating or narrowing the gap raises the bipolar conductivity while it lowers $L$. A lightly doped sample differs: when cold it has large $|\delta|$ and a single-band $L$ close to 2, and $L$ rises on heating once minority carriers appear. When the sample is nearly intrinsic, $L$ falls again as $D$ shrinks, so it passes through a maximum. A sample that is degenerate when cold starts instead near $\pi^2/3$, and its $L$ first falls towards 2 as heating lifts the degeneracy. The bipolar rise comes only afterwards, and at very heavy doping its maximum can lie above any temperature the material reaches.

If the gap varies with temperature, $E_g$ in $D$ is its value at $T$. Suppose that $E_g=E_0-\alpha T$ with $\alpha>0$ over some range. The carrier density then contains $e^{-E_0/2k_BT}$ times a constant, so the slope of $\ln(nT^{-3/2})$ against $1/T$ yields $E_0$. Within this one-electron transport model, the heat that a pair carries along the sample contains $E_0-\alpha T$ instead, and using $E_0$ there would overestimate the bipolar term. The model lets none of the lattice entropy behind $\alpha$ travel with the carriers. The carried heat should not be confused with the heat absorbed in creating a pair at fixed $T$, which follows from the slope of $\ln(np)$ against $1/T$ and is $E_0+3k_BT$.

The limits of the result are those of its assumptions. A sample thinner than the pair diffusion length, with ends that neither pass nor recombine carriers, loses most of the bipolar term. Frequent collisions between electrons and holes transfer momentum from one band to the other, so that $J_n$ also depends on the forces acting on the holes, and the two bands no longer conduct in parallel. Inelastic scattering can relax the electric and the heat current at different rates, and a single $\tau(E)$ then fails for both. When the gap is only a few $k_BT$, the general formula for $\kappa$ still stands within the relaxation-time model, but the $K_m$ must be evaluated with the full Fermi function. Finally, a measured thermal conductivity includes the lattice part, which has to be separated before a Lorenz number of the carriers can be stated.

Numerical values quoted here were computed with a short program.
